# Random Coulomb fields of dopants in an organic transport layer

## Problem

A p-doped hole-transport layer of an organic light-emitting diode contains singly charged dopant ions at density $n=10^{19}\ \mathrm{cm^{-3}}$. The relative permittivity is $\varepsilon_r=3$, the molecular spacing is 1 nm and the temperature is 300 K. These are round values, roughly typical of such layers. The ions are static and placed independently and uniformly. A smooth background of opposite charge makes the layer neutral on average.

(a) Find the characteristic function of the random field at an arbitrary point, and from it the field scale $F_0$. Evaluate $F_0$.

(b) Find the distribution of the field magnitude. How do its most probable value, median and mean compare with $F_0$?

(c) Which ions produce the strongest fields, and what does a closest distance of approach change?

(d) The holes released by the dopants are point charges too. How does the estimate change if they are trapped at random, bound to their ions, or swept out of the layer?

## Solution

### (a) The field scale

An ion at distance $r$ produces a field of magnitude

$$E=\frac{C}{r^2},\qquad C=\frac{e}{4\pi\varepsilon_0\varepsilon_r}=0.480\ \mathrm{V\,nm}.$$

Put $N$ ions in a large sphere of volume $V$ centred on the observation point, with $N/V=n$. The uniform background in this sphere gives no field at the centre, so the total field $\mathbf F$ is the sum of the ion fields. This choice of shape matters: in a body with a macroscopic field, that field must be added to the random one calculated here.

The ions are independent, so the average of $e^{i\mathbf k\cdot\mathbf F}$ is a product of $N$ equal factors:

$$\varphi(k)=\left[\frac1V\int_V e^{i\mathbf k\cdot\mathbf E}\,d^3r\right]^N
=\left[1-\frac{n}{N}\int_V\left(1-e^{i\mathbf k\cdot\mathbf E}\right)d^3r\right]^N .$$

The average of $e^{iu\cos\theta}$ over all directions is $\tfrac12\int_{-1}^{1}e^{iuc}\,dc=\sin u/u$, with $u=kC/r^2$. It is even in $u$, so the sign of the charge has no effect. At large $r$ the bracket $1-\sin u/u\approx u^2/6$ falls as $r^{-4}$, and the volume integral converges. Letting $N\to\infty$ at fixed $n$ gives

$$\varphi(k)=\exp\left[-4\pi n\int_0^\infty\left(1-\frac{\sin u}{u}\right)r^2\,dr\right].$$

From $r=(kC)^{1/2}u^{-1/2}$ it follows that $r^2dr=-\tfrac12(kC)^{3/2}u^{-5/2}du$. The minus sign reverses the limits, and the exponent becomes $-2\pi n(kC)^{3/2}I$ with

$$I=\int_0^\infty (u-\sin u)\,u^{-7/2}\,du .$$

Three integrations by parts, each with vanishing boundary terms, give

$$I=\frac25\int_0^\infty\frac{1-\cos u}{u^{5/2}}du
=\frac25\cdot\frac23\int_0^\infty\frac{\sin u}{u^{3/2}}du
=\frac25\cdot\frac23\cdot2\int_0^\infty\frac{\cos u}{u^{1/2}}du .$$

With $u=v^2$ the last integral is $2\int_0^\infty\cos v^2\,dv=\sqrt{\pi/2}$, a Fresnel integral. Hence

$$I=\frac{8}{15}\sqrt{\frac{\pi}{2}}=\frac{4}{15}\sqrt{2\pi}=0.6684 .$$

Direct quadrature of $I$ gives the same value. The exponent is now $-\tfrac{4}{15}(2\pi)^{3/2}n(kC)^{3/2}$. Writing it as $-(kF_0)^{3/2}$ defines the scale:

$$\varphi(k)=e^{-(kF_0)^{3/2}},\qquad
F_0=2\pi\left(\frac{4}{15}\right)^{2/3}C\,n^{2/3}=2.603\,C\,n^{2/3}.$$

For the layer, $n=0.01\ \mathrm{nm^{-3}}$ and $n^{-1/3}=4.642$ nm, so

$$F_0=2.603\times\frac{0.480\ \mathrm{V\,nm}}{(4.642\ \mathrm{nm})^2}=0.0580\ \mathrm{V/nm}=0.58\ \mathrm{MV/cm}=58\ \mathrm{MV/m}.$$

The same size follows from a single ion. A sphere holding one ion on average has radius $r_0=(3/4\pi n)^{1/3}=2.879$ nm, and an ion at that distance gives $C/r_0^2=0.579$ MV/cm.

### (b) The distribution of magnitudes

The probability density of the vector $\mathbf F$ is the inverse Fourier transform of $\varphi$. Integrating over the directions of $\mathbf k$ leaves

$$p(\mathbf F)=\frac{1}{(2\pi)^3}\int e^{-i\mathbf k\cdot\mathbf F}\varphi(k)\,d^3k
=\frac{1}{2\pi^2F}\int_0^\infty k\sin(kF)\,\varphi(k)\,dk .$$

Multiplying by $4\pi F^2$ gives the density of the magnitude. With $b=F/F_0$ and $x=kF_0$ this is the Holtsmark distribution,

$$W(b)=\frac{2b}{\pi}\int_0^\infty x\sin(bx)\,e^{-x^{3/2}}dx .$$

Integration from 0 to $b$, by parts in $b$, gives the cumulative probability

$$P(F<bF_0)=\frac2\pi\int_0^\infty\frac{\sin(bx)-bx\cos(bx)}{x}\,e^{-x^{3/2}}dx .$$

For weak fields, $\sin(bx)\approx bx$. With $t=x^{3/2}$, $\int_0^\infty x^2e^{-x^{3/2}}dx=\tfrac23\int_0^\infty te^{-t}dt=\tfrac23$, so $W\approx 4b^2/(3\pi)$. Weak fields are rare because all three components must be small together.

The mean follows from an identity for any $F$. With $s=kF$ and two integrations by parts,

$$\int_0^\infty\frac{1}{k^2}\left(1-\frac{\sin kF}{kF}\right)dk
=F\int_0^\infty\frac{s-\sin s}{s^3}ds
=\frac F2\int_0^\infty\frac{\sin s}{s}ds=\frac{\pi F}{4}.$$

Because $\mathbf F$ is isotropic, the average of $\sin(kF)/(kF)$ over the distribution is $\varphi(k)$. Averaging both sides therefore gives

$$\langle F\rangle=\frac{4F_0}{\pi}\int_0^\infty\frac{1-e^{-x^{3/2}}}{x^2}dx
=\frac{4F_0}{\pi}\int_0^\infty\frac32x^{-1/2}e^{-x^{3/2}}dx .$$

The second form comes from integration by parts. With $t=x^{3/2}$ the integrand becomes $t^{-2/3}e^{-t}dt$, so

$$\langle F\rangle=\frac4\pi\,\Gamma\!\left(\tfrac13\right)F_0=3.411\,F_0 .$$

The mode and median are found numerically from $W$ and its integral:

- most probable field: $1.608\,F_0=0.93$ MV/cm;
- median field: $2.148\,F_0=1.25$ MV/cm;
- mean field: $3.411\,F_0=1.98$ MV/cm.

Thus 58 MV/m is the scale of the distribution, and a typical field is about twice as large. At 89% of all points the field exceeds $F_0$.

The distribution was tested by summing Coulomb fields directly. At each of 60,000 sample points the 200 nearest ions were placed at random and their fields added as vectors; the more distant ions were represented by a Gaussian field of the correct variance. The sampled cumulative probability differs from the Holtsmark one by at most 0.0035, and the sampled median is again 1.25 MV/cm.

For comparison, 5 V dropped uniformly across 100 nm gives 0.5 MV/cm, slightly less than $F_0$. A field $F_0$, if uniform over one molecular spacing, shifts the energy of a hole by 0.058 eV along its direction. The thermal energy is 0.026 eV, so the random field matters for hopping between molecules.

### (c) Strong fields and the closest distance

A field $F\gg F_0$ requires an ion within about $(C/F)^{1/2}$, because the other ions typically contribute a field of order $F_0$. To leading order the probability is the expected number of ions in that small sphere:

$$P(>F)\approx\frac{4\pi}{3}n\left(\frac CF\right)^{3/2}
=\frac{5}{2\sqrt{2\pi}}\left(\frac{F_0}{F}\right)^{3/2}.$$

The second form uses $nC^{3/2}=F_0^{3/2}\big/\left[\tfrac4{15}(2\pi)^{3/2}\right]$. At $F=100F_0$ this gives $9.974\times10^{-4}$, against $9.999\times10^{-4}$ from the full distribution. A field of $100F_0$ needs an ion at 0.29 nm, well inside the molecular spacing. An ion at 1 nm gives only $8.3F_0$, and at $8F_0$ the one-ion formula is about 11% below the full result. The density of $F$ then falls as $F^{-5/2}$, so the integral for $\langle F^2\rangle$ diverges.

Molecules have a finite size, and a charge on one molecule cannot approach an ion without limit. Suppose no ion lies closer than $a$ to the observation point. The ion fields are independent with zero mean, so the cross terms in $\langle F^2\rangle$ vanish, and

$$\langle F^2\rangle=n\int_a^\infty\frac{C^2}{r^4}\,4\pi r^2dr=\frac{4\pi nC^2}{a}.$$

For $a=1$ nm the root-mean-square field is

$$\sqrt{4\pi\times0.01\times0.480^2}\ \mathrm{V/nm}=0.170\ \mathrm{V/nm}=1.70\ \mathrm{MV/cm},$$

and sampling gives the same value. The mean field falls from 1.98 to 1.43 MV/cm. The median moves much less, from 1.25 to 1.21 MV/cm, since only 4.1% of all points lie within 1 nm of an ion. The median is therefore a more robust measure of the typical field than the mean square.

### (d) What the holes do

**Trapped at random.** If the holes sit at positions independent of the ions and of each other, the exponents of the two sets of charges add. This is the same as replacing $n$ by $2n$, and $F_0$ grows by $2^{2/3}$ to 0.92 MV/cm. The median becomes $2.148\times0.921=1.98$ MV/cm.

**Bound to their ions.** A hole 1 nm from its ion has a binding energy $eC/(1\ \mathrm{nm})=0.48$ eV, or 18.6 times the thermal energy. With one molecule per cubic nanometre there are 100 molecules per dopant, and the freedom to occupy any of them is worth about $k_BT\ln100\approx4.6\,k_BT$. At this density, with each hole sharing about 100 molecules with one ion and feeling only that ion, binding wins. The conclusion depends on the density: a single pair in an unlimited volume always dissociates. Energetic disorder and the fields of neighbouring ions, both omitted here, can release some of the holes.

A pair of length $d$ much shorter than its distance $r$ acts as a dipole with field

$$\mathbf E=\frac{Cd}{r^3}\,\mathbf g,\qquad \mathbf g=3(\hat{\mathbf p}\cdot\hat{\mathbf r})\hat{\mathbf r}-\hat{\mathbf p},\qquad |\mathbf g|=\sqrt{1+3c^2},$$

where $c=\hat{\mathbf p}\cdot\hat{\mathbf r}$ and $\hat{\mathbf p}$ is the random direction of the dipole. Opposite directions are equally likely, so $e^{i\mathbf k\cdot\mathbf E}$ averages to $\cos(\mathbf k\cdot\mathbf E)$. Put $v=r^3$, so that $r^2dr=dv/3$, and $q=Cd\,|\mathbf k\cdot\mathbf g|$. The radial integral is

$$\frac13\int_0^\infty\left(1-\cos\frac qv\right)dv
=\frac q3\int_0^\infty\frac{1-\cos w}{w^2}dw=\frac{\pi q}{6},\qquad w=\frac qv .$$

The direction of $\mathbf g$ is isotropic, so the average of $|\mathbf k\cdot\mathbf g|$ is $\tfrac12k\langle|\mathbf g|\rangle$. The solid angle supplies a factor $4\pi$, and the characteristic function becomes

$$\varphi(k)=e^{-\gamma k},\qquad
\gamma=\frac{\pi^2}{3}\,nCd\int_0^1\sqrt{1+3c^2}\,dc .$$

The scale is now proportional to $n$ instead of $n^{2/3}$. Inserting this $\varphi$ in the inversion formula of part (b) gives the density $4\gamma F^2/[\pi(\gamma^2+F^2)^2]$, and hence

$$P(<F)=\frac2\pi\left(\arctan\tau-\frac{\tau}{1+\tau^2}\right),\qquad\tau=\frac F\gamma .$$

Setting this to one half gives a median of 0.494 MV/cm for $d=1$ nm. Sampling with two point charges per pair, without the dipole approximation, gives 0.486 MV/cm. For $d=0.2$ nm the two values are 0.0987 and 0.0986 MV/cm, so the dipole law gives the median accurately for short pairs and to about 2% at 1 nm. It does not describe the strongest fields, which arise so close to one charge of a pair that the other hardly matters; for $d=1$ nm this limit sets in only above about 20 MV/cm, within about 0.5 nm of a charge.

**Swept out.** Near a contact or junction the holes may be removed, and no background then compensates the ions. Gauss's law gives a field gradient $en/(\varepsilon_0\varepsilon_r)=4\pi Cn$. A depletion layer of width $w$ supports the voltage $U=\tfrac12(4\pi Cn)w^2$, so

$$w=\sqrt{\frac{U}{2\pi Cn}}=5.76\ \mathrm{nm},\qquad F_{\max}=4\pi Cn\,w=\frac{2U}{w}=3.47\ \mathrm{MV/cm}\quad(U=1\ \mathrm V).$$

This macroscopic field is six times $F_0$ and adds vectorially to the random field of the ions. In so thin a charged layer the random field need not follow the bulk distribution of part (b). The estimate is purely electrostatic: in a real junction, tunnelling can become important at fields of this size. The width is little more than the mean ion spacing $n^{-1/3}=4.64$ nm, so treating the ions as a smooth charge is itself rough here.

## Comparison of cases

Each row changes one thing relative to the first row; everything else is held fixed.

| Case | $F_0$ (MV/cm) | Median (MV/cm) |
|---|---:|---:|
| Ions in a smooth background | 0.58 | 1.25 |
| No ion closer than 1 nm | – | 1.21 |
| Holes trapped at random | 0.92 | 1.98 |
| Holes bound at 1 nm | – | 0.49 |
| Half of the dopants ionized | 0.37 | 0.78 |
| Permittivity 4 | 0.43 | 0.93 |

A dash means that the field no longer follows the Holtsmark law, so $F_0$ does not describe it.

In a real hole-transport layer, a permittivity near 3 and a molecular spacing near 1 nm are reasonable rough values, and the chosen density corresponds to about one ionized dopant per hundred molecules. The smooth background is a doubtful assumption. If all holes stay bound at 1 nm from their ions, the median field falls by a factor of about 2.6; if they are trapped independently, it rises by a factor of 1.6. Mobile holes that rearrange around the ions would screen the field in a way not calculated here, and the effect is strong. For unscreened point ions the potential difference between two points a distance $L$ apart has variance $4\pi nC^2L$, which is 0.17 V rms at 1 nm and 0.9 V at 30 nm, far above $k_BT/e$. The smooth-background and random-trap cases therefore describe frozen charges, not holes in equilibrium. The law also assumes an unbounded medium, and distant ions converge slowly: at the midplane of a layer 10, 20 or 50 nm thick, ignoring image charges in the electrodes, the median is about 1.12, 1.18 or 1.22 MV/cm instead of 1.25. Within about 1 nm of an ion, a uniform permittivity and a point charge are also poor descriptions of the molecules. The value 58 MV/m is thus a sound order of magnitude for unpaired ions at this density, and the state of the holes can change the local field by the factors given above. The computed values are collected in the numerical output.

## Values computed for the example and the checks

```
ion density n: 1e+19 cm^-3
relative permittivity: 3
molecular spacing: 1 nm
temperature: 300 K
C = e/(4 pi eps0 eps_r): 0.48 V nm
n^(-1/3): 4.642 nm
ion integral I, quadrature: 0.6684342
ion integral I, closed form: 0.6684342
prefactor F0/(C n^(2/3)): 2.6031
Holtsmark scale F0: 0.5799 MV/cm
Holtsmark scale F0: 57.99 MV/m
radius r0 of one-ion sphere: 2.879 nm
field of one ion at r0: 0.5789 MV/cm
most probable F/F0: 1.608
median F/F0: 2.148
mean F/F0, formula: 3.411
mean F/F0, quadrature: 3.411
most probable field: 0.932 MV/cm
median field: 1.25 MV/cm
mean field: 1.98 MV/cm
share of points with F > F0: 89.1 %
P(F > 100 F0), Holtsmark: 0.0009999
P(F > 100 F0), one near ion: 0.0009974
number of sampled points: 60000
sampled median field: 1.25 MV/cm
largest gap in cumulative probability: 0.0035
same gap with independent holes: 0.0054
applied voltage: 5 V
layer thickness: 100 nm
applied field: 0.5 MV/cm
energy step e F0 x spacing: 0.058 eV
thermal energy kT: 0.0259 eV
share of points within 1 spacing of an ion: 4.1 %
median field with closest distance: 1.21 MV/cm
rms field with closest distance, formula: 1.7 MV/cm
rms field with closest distance, sampled: 1.7 MV/cm
F0 with independent trapped holes: 0.921 MV/cm
ion-hole pair length: 1 nm
ion-hole binding energy: 0.48 eV
binding energy / kT: 18.6
median field of bound pairs, sampled: 0.486 MV/cm
median field of bound pairs, point dipoles: 0.494 MV/cm
short test pair length: 0.2 nm
short-pair median, sampled: 0.0986 MV/cm
short-pair median, point dipoles: 0.0987 MV/cm
F0 if half the dopants are ionized: 0.365 MV/cm
F0 if permittivity is 4: 0.435 MV/cm
depletion voltage: 1 V
depletion width: 5.76 nm
peak depletion field: 3.47 MV/cm
```
